# Silicon's Low-Temperature Debye Temperature from Directional Sound Speeds: verification in Python

```python
"""Low-temperature Debye temperature of silicon from its elastic constants.

Result under test:
    theta = (hbar/k) (6 pi^2 n)^(1/3) v_D,   3/v_D^3 = sum_s <v_s^-3>,
    heat capacity per atom -> (12 pi^4/5) k (T/theta)^3 as T -> 0.
n: atoms per volume; v_s: the three sound speeds of the Christoffel matrix;
<>: average over directions; c11, c12, c44: cubic stiffnesses; rho: density.
A Keating lattice (bond and angle springs) supplies a microscopic check and
the size of the phonon dispersion that the elastic theory leaves out.
Material inputs are rough typical values for silicon.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

hbar, kB = const.hbar, const.k
GPa = 1e9
c11, c12, c44 = 168 * GPa, 65 * GPa, 80 * GPa
a = 0.543e-9
mass = 28.09 * const.atomic_mass
n_atoms = 8 / a**3
rho = mass * n_atoms
stiff = np.array([c11, c12, c44])


def christoffel(q, c):
    """Cubic matrix C_ijkl q_j q_l for an array of vectors q."""
    g = (c[1] + c[2]) * q[..., :, None] * q[..., None, :]
    q2 = np.sum(q**2, axis=-1)
    for i in range(3):
        g[..., i, i] = c[2] * q2 + (c[0] - c[2]) * q[..., i]**2
    return g


def elastic_omega(q, c):
    """Three elastic frequencies, ascending; speeds if q is a unit vector."""
    lam = np.linalg.eigvalsh(christoffel(q, c))
    return np.sqrt(np.maximum(lam, 0) / rho)


def sphere_average(N, c, power=-3):
    """Average of v^power for each branch on N x 2N directions."""
    z, w = np.polynomial.legendre.leggauss(N)
    phi = np.arange(2 * N) * np.pi / N
    s = np.sqrt(1 - z**2)
    n = np.stack([s[:, None] * np.cos(phi), s[:, None] * np.sin(phi),
                  z[:, None] * np.ones(2 * N)], axis=-1)
    v = elastic_omega(n, c)
    return np.einsum('i,ijs->s', w / 2, v**power) / (2 * N)


def theta_from_speed(v):
    return hbar / kB * (6 * np.pi**2 * n_atoms)**(1 / 3) * v


def debye_speed(inverse_cubes):
    return (np.sum(inverse_cubes) / 3)**(-1 / 3)


def theta_elastic(N, c):
    return theta_from_speed(debye_speed(sphere_average(N, c)))


def mode_heat(x):
    """Heat capacity of one oscillator in units of k, x = hbar omega/kT."""
    h = np.maximum(x / 2, 1e-8)
    return (h / np.sinh(h))**2


# --- Christoffel matrix against contraction of the full elastic tensor
d = np.eye(3)
same = np.einsum('ij,jk,kl->ijkl', d, d, d)
tensor = (c12 * np.einsum('ij,kl->ijkl', d, d)
          + c44 * (np.einsum('ik,jl->ijkl', d, d)
                   + np.einsum('il,jk->ijkl', d, d))
          + (c11 - c12 - 2 * c44) * same)
rng = np.random.default_rng(1)
dirs = rng.normal(size=(20, 3))
dirs /= np.linalg.norm(dirs, axis=1)[:, None]
full = np.einsum('ijkl,nj,nl->nik', tensor, dirs, dirs)
assert np.allclose(full, christoffel(dirs, stiff), rtol=1e-12, atol=1e-3)

# --- closed-form speeds along symmetry directions
axes = {'100': [1, 0, 0], '110': [1, 1, 0], '111': [1, 1, 1]}
moduli = {'100': [c44, c44, c11],
          '110': [(c11 - c12) / 2, c44, (c11 + c12 + 2 * c44) / 2],
          '111': [(c11 - c12 + c44) / 3] * 2 + [(c11 + 2*c12 + 4*c44) / 3]}
axis_speed = {}
for name, vec in axes.items():
    u = np.array(vec) / np.linalg.norm(vec)
    lam = np.linalg.eigvalsh(np.einsum('ijkl,j,l->ik', tensor, u, u))
    axis_speed[name] = np.sqrt(lam / rho)
    assert np.allclose(lam, np.sort(moduli[name]), rtol=1e-10)

# --- direction average and its convergence
N_list = [2, 4, 6, 8, 12, 16, 24, 32]
theta_N = {N: theta_elastic(N, stiff) for N in N_list}
inv3 = sphere_average(64, stiff)
v_D = debye_speed(inv3)
theta = theta_from_speed(v_D)
assert abs(theta_N[16] / theta - 1) < 1e-6
assert abs(theta_N[32] / theta - 1) < 1e-11
assert abs(theta / 645 - 1) < 0.015

# --- the branch sum is smooth, a single sorted branch is not
fine = sphere_average(256, stiff)
trial = np.array([sphere_average(N, stiff) for N in (30, 32, 34)])
err_sum = np.max(np.abs(trial.sum(axis=1) / fine.sum() - 1))
err_branch = np.max(np.abs(trial[:, 1] / fine[1] - 1))
assert err_branch > 1e-9 and err_branch > 1e3 * err_sum

# --- heat of a periodic elastic box, summed wave vector by wave vector
T_box, L_box = 4.0, 80e-9
m = np.arange(57)
w1 = np.where(m == 0, 1.0, 2.0)
grid = np.stack(np.meshgrid(m, m, m, indexing='ij'), axis=-1)
omega = elastic_omega(2 * np.pi / L_box * grid.astype(float), stiff)
heat = mode_heat(hbar * omega / (kB * T_box)).sum(axis=-1)
box_sum = np.einsum('i,j,k,ijk->', w1, w1, w1, heat)
box_law = n_atoms * L_box**3 * 12 * np.pi**4 / 5 * (T_box / theta)**3
assert abs(box_sum / box_law - 1) < 1e-7

# --- sensitivity to the stiffnesses, density held fixed
step = 1e-4
sens = []
for i in range(3):
    up, down = stiff.copy(), stiff.copy()
    up[i] *= 1 + step
    down[i] *= 1 - step
    sens.append(np.log(theta_elastic(24, up) / theta_elastic(24, down))
                / np.log((1 + step) / (1 - step)))
assert abs(sum(sens) - 0.5) < 1e-6

# --- Keating lattice: energies 3 alpha/(8 d^2) (r^2-d^2)^2 per bond and
#     3 beta/(8 d^2) (r1.r2+d^2/3)^2 per angle, d = bond length
alpha = a * (c11 + 3 * c12) / 4
beta = a * (c11 - c12) / 4
c44_lat = 4 * alpha * beta / (a * (alpha + beta))
stiff_lat = np.array([c11, c12, c44_lat])
bonds = a / 4 * np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
d2 = 3 * a**2 / 16


def lattice_omega(q):
    """Six phonon frequencies of the diamond-structure Keating lattice."""
    phase = np.exp(1j * q @ bonds.T)
    one = np.ones((len(q), 1))
    dyn = np.zeros((len(q), 6, 6), complex)

    def add(first, second, spring):
        row = np.concatenate([first, second], axis=1)
        dyn[:] += (2 * 3 * spring / (8 * d2)
                   * row.conj()[:, :, None] * row[:, None, :])

    for j in range(4):
        rj, pj = bonds[j], phase[:, j:j + 1]
        add(-2 * rj * one, 2 * rj * pj, alpha)
        for k in range(j + 1, 4):
            rk, pk = bonds[k], phase[:, k:k + 1]
            add(-(rj + rk) * one, rj * pk + rk * pj, beta)
            add(-(rj * pk.conj() + rk * pj.conj()), (rj + rk) * one, beta)
    return np.sqrt(np.maximum(np.linalg.eigvalsh(dyn / mass), 0))


q_small = 1e-3 * 2 * np.pi / a
v_lat = lattice_omega(q_small * dirs)[:, :3] / q_small
speed_err = np.max(np.abs(v_lat / elastic_omega(dirs, stiff_lat) - 1))
assert speed_err < 1e-5

cell = a / 2 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])
recip = 2 * np.pi * np.linalg.inv(cell).T
M = 40
f = np.arange(M) / M
frac = np.stack(np.meshgrid(f, f, f, indexing='ij'), axis=-1).reshape(-1, 3)
omega_lat = lattice_omega(frac @ recip)


def heat_lattice(T):
    """Heat capacity per atom in units of k."""
    return mode_heat(hbar * omega_lat / (kB * T)).sum() / (2 * M**3)


def heat_debye(th, T):
    """Full Debye heat capacity per atom in units of k."""
    top = min(th / T, 80.0)
    val = quad(lambda x: x**2 * mode_heat(x), 0, top,
               epsabs=1e-12, epsrel=1e-10, limit=200)[0]
    return 9 * (T / th)**3 * val


def theta_effective(T):
    target = heat_lattice(T)
    return brentq(lambda th: heat_debye(th, T) - target, 100, 2000)


T_fit = np.array([10.0, 13.0, 16.0])
th_fit = np.array([theta_effective(T) for T in T_fit])
theta_zero = np.polyval(np.polyfit((T_fit / 10)**2, th_fit, 2), 0.0)
theta_lat = theta_elastic(32, stiff_lat)
# tolerance: terms of sixth order in T remain after the extrapolation
assert abs(theta_zero / theta_lat - 1) < 1e-3
T_list = [10, 20, 40, 80, 300]
th_T = {T: theta_effective(float(T)) for T in T_list}
assert th_T[10] < theta_lat and th_T[20] < th_T[10]
f_X = lattice_omega(np.array([[2 * np.pi / a, 0, 0]]))[0, 0] / (2e12 * np.pi)

# --- printed numbers
print(f"inputs C11, C12, C44 = {c11/GPa:.0f}, {c12/GPa:.0f}, "
      f"{c44/GPa:.0f} GPa")
print(f"lattice parameter = {a*1e9:.3f} nm, "
      f"atomic mass = {mass/const.atomic_mass:.2f} u")
print(f"atom density = {n_atoms*1e-27:.3f} nm^-3, density = {rho:.1f} kg/m3")
for name, v in axis_speed.items():
    print(f"speeds along [{name}] = {v[0]:.0f}, {v[1]:.0f}, {v[2]:.0f} m/s")
share = inv3 / inv3.sum()
print("shares of sum <v^-3>, slow/fast transverse/longitudinal = "
      + ", ".join(f"{100*s:.2f}" for s in share) + " %")
print(f"sum over branches <v^-3> = {inv3.sum():.5e} s3/m3")
print(f"Debye speed v_D = {v_D:.1f} m/s")
for N in N_list:
    print(f"N = {N:2d}, directions = {2*N*N:4d}: theta = {theta_N[N]:.6f} K, "
          f"error = {theta_N[N]-theta:.1e} K")
print(f"converged theta (N = 64) = {theta:.3f} K")
print(f"theta relative to 645 K = {100*(theta/645-1):+.2f} %")
print(f"common stiffness change giving 645 K = "
      f"{100*((645/theta)**2-1):+.2f} %")
print(f"largest relative error, N = 30, 32, 34: branch sum = {err_sum:.1e}, "
      f"fast transverse alone = {err_branch:.1e}")
v_mean = sphere_average(64, stiff, 1).mean()
print(f"theta from plain mean speed = {theta_from_speed(v_mean):.1f} K")
v_100 = debye_speed(axis_speed['100']**-3.0)
print(f"theta from [100] speeds alone = {theta_from_speed(v_100):.1f} K")
print(f"theta if cells replace atoms in n = {theta/2**(1/3):.1f} K")
c_vol = n_atoms * kB * 12 * np.pi**4 / 5 * (T_box / theta)**3
print(f"heat capacity at {T_box:.0f} K = {c_vol:.2f} J/(m3 K)")
print(f"box test: edge = {L_box*1e9:.0f} nm, T = {T_box:.0f} K, "
      f"sum/law - 1 = {box_sum/box_law-1:.1e}")
print("d ln theta/d ln C11, C12, C44 = "
      + ", ".join(f"{s:+.4f}" for s in sens))
print(f"theta shift for +1 % in all stiffnesses = "
      f"{theta_elastic(32, 1.01*stiff)-theta:+.2f} K")
print(f"Keating alpha = {alpha:.2f} N/m, beta = {beta:.2f} N/m, "
      f"implied C44 = {c44_lat/GPa:.2f} GPa")
print(f"Keating long-wave speeds, largest relative error = {speed_err:.1e}")
print(f"Keating theta: elastic = {theta_lat:.2f} K, "
      f"heat extrapolated to T = 0: {theta_zero:.2f} K")
for T in T_list:
    print(f"Keating effective theta at {T:3d} K = {th_T[T]:.1f} K")
for T in (10.0, 20.0):
    law = 12 * np.pi**4 / 5 * (T / theta_lat)**3
    print(f"Keating heat / T^3 law at {T:.0f} K = {heat_lattice(T)/law:.4f}")
print(f"heat per atom at 300 K: Keating = {heat_lattice(300.0):.4f} k, "
      f"Debye with low-T theta = {heat_debye(theta_lat, 300.0):.4f} k")
print(f"Keating transverse frequency at zone edge X = {f_X:.2f} THz")
print("success")
```

Output:

```
inputs C11, C12, C44 = 168, 65, 80 GPa
lattice parameter = 0.543 nm, atomic mass = 28.09 u
atom density = 49.968 nm^-3, density = 2330.7 kg/m3
speeds along [100] = 5859, 5859, 8490 m/s
speeds along [110] = 4701, 5859, 9182 m/s
speeds along [111] = 5116, 5116, 9401 m/s
shares of sum <v^-3>, slow/fast transverse/longitudinal = 53.02, 37.70, 9.28 %
sum over branches <v^-3> = 1.45090e-11 s3/m3
Debye speed v_D = 5913.3 m/s
N =  2, directions =    8: theta = 637.968283 K, error = -1.0e+01 K
N =  4, directions =   32: theta = 648.976189 K, error = 5.4e-01 K
N =  6, directions =   72: theta = 648.400224 K, error = -3.7e-02 K
N =  8, directions =  128: theta = 648.440164 K, error = 2.6e-03 K
N = 12, directions =  288: theta = 648.437530 K, error = 1.2e-05 K
N = 16, directions =  512: theta = 648.437518 K, error = 5.5e-08 K
N = 24, directions = 1152: theta = 648.437518 K, error = 1.7e-12 K
N = 32, directions = 2048: theta = 648.437518 K, error = -4.5e-13 K
converged theta (N = 64) = 648.438 K
theta relative to 645 K = +0.53 %
common stiffness change giving 645 K = -1.06 %
largest relative error, N = 30, 32, 34: branch sum = 1.0e-14, fast transverse alone = 3.5e-05
theta from plain mean speed = 725.7 K
theta from [100] speeds alone = 699.1 K
theta if cells replace atoms in n = 514.7 K
heat capacity at 4 K = 37.86 J/(m3 K)
box test: edge = 80 nm, T = 4 K, sum/law - 1 = 2.9e-13
d ln theta/d ln C11, C12, C44 = +0.3550, -0.1197, +0.2647
theta shift for +1 % in all stiffnesses = +3.23 K
Keating alpha = 49.28 N/m, beta = 13.98 N/m, implied C44 = 80.23 GPa
Keating long-wave speeds, largest relative error = 4.6e-07
Keating theta: elastic = 648.94 K, heat extrapolated to T = 0: 648.83 K
Keating effective theta at  10 K = 646.6 K
Keating effective theta at  20 K = 637.4 K
Keating effective theta at  40 K = 602.7 K
Keating effective theta at  80 K = 632.8 K
Keating effective theta at 300 K = 733.7 K
Keating heat / T^3 law at 10 K = 1.0108
Keating heat / T^3 law at 20 K = 1.0552
heat per atom at 300 K: Keating = 2.2643 k, Debye with low-T theta = 2.4005 k
Keating transverse frequency at zone edge X = 7.79 THz
success
```
